# Firsov and Lindhard screening lengths for identical atoms

**Question**

I am working on an ion implantation exercise about the screened repulsion between two atoms. It gives two screening lengths,

$$a_F=\frac{C a_0}{\left(Z_1^{1/2}+Z_2^{1/2}\right)^{2/3}},\qquad
a_L=\frac{C a_0}{\left(Z_1^{2/3}+Z_2^{2/3}\right)^{1/2}},$$

the first called Firsov's and the second Lindhard's, with $C=0.885$ and $a_0$ the Bohr radius. I have to show that for identical atoms $a_F/a_L=2^{-1/6}$ whatever the nuclear charge, and then evaluate both for silicon on silicon.

I set $Z_1=Z_2=Z$ and multiplied the exponents. The first denominator became $Z^{1/3}+Z^{1/3}=2Z^{1/3}$, and so did the second. My ratio is therefore 1. Where does $2^{-1/6}$ come from? And if the lengths really differ, which one should I believe for silicon, and does the difference matter for an implanted ion?

**Answer**

Your powers of $Z$ are right, but your powers of 2 are not. The outer exponent acts on the whole sum and cannot be applied to each term separately: $(u+v)^{2/3}$ is not $u^{2/3}+v^{2/3}$. Add first, then take the power.

**The ratio**

For Firsov's length with $Z_1=Z_2=Z$, the bracket holds two equal terms:

$$\left(Z^{1/2}+Z^{1/2}\right)^{2/3}=\left(2Z^{1/2}\right)^{2/3}=2^{2/3}Z^{1/3}.$$

The last step uses $(uv)^n=u^nv^n$, which is valid for a product of positive numbers. For Lindhard's length,

$$\left(Z^{2/3}+Z^{2/3}\right)^{1/2}=\left(2Z^{2/3}\right)^{1/2}=2^{1/2}Z^{1/3}.$$

Hence

$$a_F=2^{-2/3}\,C a_0Z^{-1/3},\qquad a_L=2^{-1/2}\,C a_0Z^{-1/3}.$$

On division, $C$, $a_0$ and $Z^{-1/3}$ cancel:

$$\frac{a_F}{a_L}=2^{-2/3+1/2}=2^{-4/6+3/6}=2^{-1/6}=0.8909.$$

Nothing was assumed about $Z$ except that it is positive and the same for both atoms. Firsov's length is 10.9 percent shorter than Lindhard's.

The charge drops out because both denominators have the form $(Z_1^s+Z_2^s)^{1/(3s)}$, with $s=1/2$ for Firsov and $s=2/3$ for Lindhard. For equal charges this is $2^{1/(3s)}Z^{1/3}$. The power of $Z$ does not depend on $s$, but the power of 2 does.

**Where $C$ and $Z^{-1/3}$ come from**

Both rules extend the length of a single Thomas-Fermi atom to a pair. In this model the electrons near each point are treated as a uniform gas at zero temperature. I use atomic units here, so lengths are in units of $a_0$.

Let $U(r)=Z\varphi/r$ be the electrostatic potential at distance $r$ from the nucleus. The function $\varphi$ describes the screening: it is 1 at the nucleus and tends to 0 far away. An electron has potential energy $-U$. In a neutral atom the highest occupied level in this model has total energy zero, so the largest momentum $p$ at each point obeys $p^2/2=U$. A gas filled to momentum $p$, with two spin states, has number density

$$\rho=\frac{p^3}{3\pi^2}=\frac{(2U)^{3/2}}{3\pi^2}.$$

Away from the nucleus, Poisson's equation reads $\nabla^2U=4\pi\rho$; the sign is positive because the electron charge density is $-\rho$. For a spherical function $\nabla^2U=(1/r)\,d^2(rU)/dr^2$, and here $rU=Z\varphi$. So

$$\frac{Z}{r}\frac{d^2\varphi}{dr^2}
=\frac{4}{3\pi}\left(\frac{2Z\varphi}{r}\right)^{3/2}.$$

Multiplying by $r/Z$ gives

$$\frac{d^2\varphi}{dr^2}
=\frac{8\sqrt2}{3\pi}\,Z^{1/2}\,\frac{\varphi^{3/2}}{r^{1/2}}.$$

Now put $r=bx$. The left side becomes $b^{-2}\varphi''(x)$ and the right side gains a factor $b^{-1/2}$. After multiplication by $b^2$, the coefficient on the right is $(8\sqrt2/3\pi)Z^{1/2}b^{3/2}$. Choosing $b$ so that this equals 1 removes $Z$ from the equation:

$$\varphi''=\frac{\varphi^{3/2}}{x^{1/2}},\qquad
b=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}Z^{-1/3}
=\left(\frac{9\pi^2}{128}\right)^{1/3}Z^{-1/3}.$$

Restoring the unit of length gives $b=Ca_0Z^{-1/3}$ with $C=(9\pi^2/128)^{1/3}=0.88534$. As a check, I solved this equation numerically and integrated the resulting density for $Z=14$. It contains 14.00000 electrons, as a neutral silicon atom should.

For two atoms, the repulsion is written as

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\,\varphi\!\left(\frac ra\right),$$

where $r$ is now the distance between the nuclei and $a$ is $a_F$ or $a_L$. Using the one-atom function for a pair is an approximation, and the two lengths are two prescriptions for making it.

**What changes for unlike atoms**

The constant $2^{-1/6}$ belongs to identical atoms. To see what happens otherwise, let $S=Z_1^{1/2}+Z_2^{1/2}$ and define the fractions $p=Z_1^{1/2}/S$ and $q=Z_2^{1/2}/S$, so that $p+q=1$. Here $p$ is no longer a momentum. Since $Z_1^{2/3}=(Z_1^{1/2})^{4/3}=(pS)^{4/3}$, and likewise for $Z_2$,

$$\frac{a_F}{a_L}
=\frac{\left[S^{4/3}(p^{4/3}+q^{4/3})\right]^{1/2}}{S^{2/3}}
=\left(p^{4/3}+q^{4/3}\right)^{1/2}.$$

The function $p^{4/3}$ curves upwards, so at fixed $p+q=1$ the sum is smallest when $p=q=1/2$. There it equals $2\cdot2^{-4/3}=2^{-1/3}$, whose square root is $2^{-1/6}$ again. For fractions between 0 and 1 we also have $p^{4/3}<p$ and $q^{4/3}<q$, so the sum is below 1. Therefore

$$2^{-1/6}\le\frac{a_F}{a_L}<1,$$

with equality on the left only for equal charges. If one charge is made far larger than the other, one fraction tends to 1 and so does the ratio: both rules then return the one-atom length of the heavier atom.

Near equal charges the ratio is at a minimum, so it changes slowly. For boron in silicon it is 0.897, and for arsenic in silicon 0.895. For these dopants too, Firsov's length is thus between 10 and 11 percent shorter than Lindhard's.

**Silicon on silicon**

With $Z=14$, $Z^{1/3}=2.41014$ and $a_0=0.0529177$ nm, the one-atom length is

$$Ca_0Z^{-1/3}=\frac{0.88534\times0.0529177\ \text{nm}}{2.41014}=0.01944\ \text{nm}.$$

The two pair lengths follow:

$$a_F=2^{-2/3}\times0.01944\ \text{nm}=0.01225\ \text{nm}=0.1225\ \text{Å},$$

$$a_L=2^{-1/2}\times0.01944\ \text{nm}=0.01375\ \text{nm}=0.1375\ \text{Å}.$$

These digits fix the values of the formulas. They do not mean that the repulsion between real silicon atoms is known to this accuracy.

**What the difference does to the potential**

An 11 percent difference in length does not make the same percentage difference in $V$ at every distance. At fixed $r$ the Coulomb factor is common to both, so

$$\frac{V_L}{V_F}=\frac{\varphi(r/a_L)}{\varphi(r/a_F)}.$$

The equation for $\varphi$ makes $\varphi''$ positive wherever $\varphi$ is positive, so the slope keeps increasing with $x$. As $\varphi$ must level off at zero far away, the slope must be negative before that: $\varphi$ falls steadily. The longer Lindhard length gives the smaller argument $r/a$, hence the larger $\varphi$ and the stronger repulsion.

Two limits show the range of the effect. As $r\to0$, both values of $\varphi$ tend to 1 and the potentials have ratio 1, because the bare nuclei dominate. At large $r$, try a tail $\varphi=Ax^{-n}$. The equation requires

$$n(n+1)A\,x^{-n-2}=A^{3/2}x^{-3n/2-1/2}.$$

Equal powers of $x$ give $n+2=3n/2+1/2$, so $n=3$. Equal coefficients then give $12A=A^{3/2}$, so $A=144$. With the tail $144/x^3$, which the neutral-atom solution approaches, the ratio of potentials tends to $(a_L/a_F)^3=2^{1/2}=1.41$.

As an example between these limits, take $r=0.05$ nm. With $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm, the unscreened repulsion is $14^2\times1.43996/0.05=5645$ eV. The arguments are $r/a_F=4.08$ and $r/a_L=3.64$, where $\varphi$ is 0.105 and 0.123. The potentials are therefore about 595 eV and 695 eV, which differ by 17 percent of the Firsov value.

**Which length should you believe?**

Comparing the two rules with each other cannot decide this. I therefore computed a third potential for two silicon atoms whose electron clouds stay frozen as they overlap. Each cloud is the density of a spherical, spin-restricted Hartree-Fock atom in the cc-pVTZ basis, with the two outer p electrons shared evenly among the three p orbitals. The energy contains the full electrostatic interaction of the two atoms, plus the changes in kinetic and exchange energy, both taken from uniform-gas formulas. This reference is not exact: it omits relaxation of the clouds, correlation, density-gradient corrections and chemical bonding. Its last digit also depends on the basis. With aug-cc-pVTZ or cc-pV5Z the frozen-atom energies below rise by up to 0.7 eV, which lowers the percentage excesses at 0.100 nm by about one point and changes no ranking.

| $r$ (nm) | Firsov (eV) | Lindhard (eV) | Frozen atoms (eV) |
|---|---:|---:|---:|
| 0.010 | 13529 | 14408 | 14745 |
| 0.020 | 4133 | 4554 | 4449 |
| 0.050 | 595 | 695 | 527 |
| 0.100 | 100 | 122 | 62 |
| 0.235 | 7.6 | 9.8 | 0.4 |

At 0.010 and 0.020 nm, Lindhard's length is closer to the reference, within about 2.5 percent of it, while Firsov's is 7 to 8 percent low. At 0.050 nm the order is reversed: Firsov's potential is 13 percent above the reference and Lindhard's 32 percent. At 0.100 nm the excesses are 62 and 98 percent, far more than the difference between the two rules.

No other choice of $a$ would cure this. At fixed $r$, a longer $a$ raises $V$. Matching the reference at 0.010 nm requires a length above $a_L$, whereas matching it at 0.100 nm requires one below $a_F$. A single length cannot do both, so the shape of $\varphi$ must change.

**What it means for an implanted ion**

Consider a silicon ion of kinetic energy $E$ meeting a silicon atom at rest, head-on. If the ion has mass $M$ and speed $v$, the centre of mass moves at $v/2$ and carries $\tfrac12(2M)(v/2)^2=Mv^2/4=E/2$. Momentum conservation keeps that part as kinetic energy. The other half is available for the approach, and at the turning point the relative speed vanishes, so

$$V(r_{\min})=\frac E2.$$

This neglects energy given to electronic excitation and the forces from other atoms. The resulting closest approaches are:

| $E$ (keV) | Firsov (nm) | Lindhard (nm) | Frozen atoms (nm) |
|---:|---:|---:|---:|
| 50 | 0.0066 | 0.0069 | 0.0070 |
| 1 | 0.054 | 0.058 | 0.051 |

Lindhard's stronger repulsion stops the ion farther out, by 3.4 percent of the Firsov distance at 50 keV and by 7 percent at 1 keV. Both figures are below the 12 percent by which $a_L$ exceeds $a_F$, and this must be so. Writing $r_{\min}=ax$ turns the stopping condition into

$$\frac{\varphi(x)}{x}=\frac{E}{2}\,\frac{4\pi\varepsilon_0\,a}{Z^2e^2}.$$

A longer $a$ raises the right side. Since $\varphi(x)/x$ falls with $x$, the solution $x$ must be smaller, which offsets part of the increase in $a$.

**The model beside real implantation**

Here 50 keV stands for an ion entering the target, and 1 keV for an ion that has slowed down, or a recoiling lattice atom. Relative to the frozen-atom reference, the closest approach at 50 keV is 5 percent too small with Firsov's length and 2 percent too small with Lindhard's. At 1 keV it is 5 to 6 percent too large with Firsov's and 13 percent too large with Lindhard's. Most collisions in a target are not head-on, and at the same energy they turn around at larger distances. In the potential table, the percentage excess of both screened potentials over the reference grows from 0.050 nm outward. The last row of the potential table, at roughly the bond length of crystalline silicon, lies outside the useful range: bonding lowers the energy of atoms in the crystal, yet all three potentials are positive there. These comparisons do not size the effects of electronic energy loss or of relaxing electron clouds.

So for silicon, measured against this approximate reference, neither length is the better one at every distance. Of the two, Lindhard's is closer to this reference for the hard 50 keV collision and Firsov's for the 1 keV collision. The numerical output below gives these values with more digits.

## Computed values

```
Bohr radius a0 = 0.0529177 nm
e^2/(4 pi eps0) = 1.43996 eV nm
constant C = 0.88534 (no unit)
Thomas-Fermi slope phi'(0) = -1.58807 (no unit)
electrons in Thomas-Fermi Si atom = 14.00000
2^(-1/6) = 0.890899 (no unit)
a_F/a_L, Z=1..83: min 0.890899, max 0.890899
Si: Z = 14, Z^(1/3) = 2.41014
one-atom length C a0 Z^(-1/3) = 0.019439 nm
Si-Si Firsov a_F = 0.012246 nm = 0.12246 angstrom
Si-Si Lindhard a_L = 0.013745 nm = 0.13745 angstrom
Si-Si a_F/a_L = 0.890899 (no unit)
Firsov shorter than Lindhard by 10.91 percent
B-Si (Z=5,14): a_F/a_L = 0.89719
As-Si (Z=33,14): a_F/a_L = 0.89532
Pair potential: r in nm; Firsov, Lindhard, frozen atoms in eV
 r=0.010: 13529.03, 14408.18, 14744.97; V_L/V_F = 1.0650
  excess over frozen atoms: Firsov -8.2, Lindhard -2.3 percent
 r=0.020: 4132.56, 4554.35, 4449.35; V_L/V_F = 1.1021
  excess over frozen atoms: Firsov -7.1, Lindhard 2.4 percent
 r=0.050: 594.92, 694.64, 527.41; V_L/V_F = 1.1676
  excess over frozen atoms: Firsov 12.8, Lindhard 31.7 percent
 r=0.100: 99.56, 121.83, 61.57; V_L/V_F = 1.2237
  excess over frozen atoms: Firsov 61.7, Lindhard 97.9 percent
 r=0.235: 7.62, 9.81, 0.35; V_L/V_F = 1.2883
Head-on closest approach, equal masses, target at rest
 E=50 keV (available 25.0 keV):
  Firsov 0.00663, Lindhard 0.00686, frozen 0.00699 nm
 E=1 keV (available 0.5 keV):
  Firsov 0.05376, Lindhard 0.05751, frozen 0.05096 nm
```
